# Summing Orbital History in the Shockley–Chambers Tube Integral

A layered metal carries a current while a magnetic field $B$ points along its stacking axis $z$. Suppose the sections of its Fermi surface perpendicular to $z$ are closed. Between collisions each electron at the Fermi level then circulates around a closed contour of the Fermi surface, and its velocity turns with it. In a weak field it covers a small part of the contour before it scatters; in a strong field it goes round many times. The conductivity depends on how much of this motion the electron remembers. How should that memory be computed so that one program works in both regimes?

## The quantity to be computed

Let the electron charge be $-e$, with $e>0$, and let the relaxation time $\tau$ be constant. The system is uniform and steady, with one band and two spin states. Write the distribution as $f_0+\delta f$, where $f_0$ is the equilibrium function of the energy $\varepsilon$. To first order in the electric field $\mathbf E$, the Boltzmann equation is

$$
\frac{d\,\delta f}{dt}+\frac{\delta f}{\tau}
=\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f_0
=-e\,(-f_0')\,\mathbf E\cdot\mathbf v .
$$

Here $d/dt$ follows the magnetic motion $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$, and $\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'$ was used. The magnetic force does not act on $f_0$, because it is perpendicular to $\mathbf v$. Energy is conserved on the orbit, so $f_0'$ is constant there. Hence $\delta f=-e(-f_0')\mathbf E\cdot\mathbf H$ with

$$
\dot{\mathbf H}+\frac{\mathbf H}{\tau}=\mathbf v,\qquad
\mathbf H(t)=\int_0^\infty \mathbf v(t-u)e^{-u/\tau}du .
$$

A multiple of $e^{-t/\tau}$ could be added to this solution, but it would not be periodic on a closed orbit. The current is $-e\int 2\,d^3k\,\mathbf v\,\delta f/(2\pi)^3$, which gives

$$
\sigma_{ij}=\frac{e^2}{4\pi^3}\int d^3k\,(-f_0')\,v_iH_j .
$$

The naive scheme lays a grid over $\mathbf k$ space, follows the orbit backwards from each point near the Fermi surface, and stops after many $\tau$. It has three faults. At low temperature $-f_0'$ is a spike that the grid misses. Neighbouring points on one orbit repeat almost the same history. In a strong field, each history retraces the same contour many times.

## Replacing the grid by orbits

The first fault disappears if the orbits themselves are the coordinates. The equation of motion gives

$$
\dot k_x=-\frac{eB}{\hbar}v_y,\qquad \dot k_y=\frac{eB}{\hbar}v_x .
$$

An element $dl$ of the contour is therefore crossed in a time $dt=\hbar\,dl/(eBv_\perp)$, where $v_\perp$ is the in-plane speed. The normal distance between contours of energies $\varepsilon$ and $\varepsilon+d\varepsilon$ is $d\varepsilon/(\hbar v_\perp)$. The area element is the product of the two lengths:

$$
dk_xdk_y=\frac{d\varepsilon\,dl}{\hbar v_\perp}
=\frac{eB}{\hbar^2}\,d\varepsilon\,dt .
$$

For a degenerate metal, $-f_0'$ acts as a delta function and the energy integral is done. With the clock $ds=(eB/\hbar)dt$,

$$
\sigma_{ij}=\frac{e^2}{4\pi^3\hbar}\int dk_z\oint ds\,v_iH_j .
$$

This is the Shockley–Chambers tube integral. Since $ds=dl/v_\perp$ contains no field, the geometry is computed once for all $B$.

In polar coordinates $(r,\varphi)$ about the pocket centre,

$$
r^2\dot\varphi=k_x\dot k_y-k_y\dot k_x=\frac{eB}{\hbar}\,r v_r .
$$

An electron pocket has $v_r>0$ and is traversed counterclockwise, a hole pocket clockwise. Taking $\theta=\varphi$ for electrons and $\theta=-\varphi$ for holes makes $\theta$ increase with time, and $ds=r\,d\theta/|v_r|$. This requires that $v_r$ not change sign on the contour. If $S$ is the clock length of one turn, the period is $T=\hbar S/(eB)$. Setting $\omega_c=2\pi/T=eB/m_c$ gives the cyclotron mass $m_c=\hbar S/2\pi$.

## Summing the turns

Divide the past into whole turns, $u=jT+u'$ with $0\le u'<T$. The velocity is the same on every turn, so

$$
\mathbf H(t)=\sum_{j=0}^{\infty}e^{-jT/\tau}\int_0^T\mathbf v(t-u')e^{-u'/\tau}du'
=\frac{1}{1-e^{-T/\tau}}\int_0^T\mathbf v(t-u')e^{-u'/\tau}du' .
$$

Keeping only the last turn thus multiplies a slice's whole contribution by $1-e^{-T/\tau}$. When $T\ll\tau$ this is about $T/\tau$, proportional to $1/B$, so the error changes the power of $B$ in every component.

The repeated histories are removed by a recursion. Let $\mathbf h(t)$ be the part of the integral accumulated since $t=0$. For mesh times $t_m$ with $\Delta_m=t_{m+1}-t_m$,

$$
\mathbf h_{m+1}=\mathbf h_me^{-\Delta_m/\tau}
+\int_{t_m}^{t_{m+1}}\mathbf v(t')e^{-(t_{m+1}-t')/\tau}dt',\qquad \mathbf h_0=0 .
$$

The full history is $\mathbf H(t)=\mathbf h(t)+\mathbf H(0)e^{-t/\tau}$. Requiring $\mathbf H(T)=\mathbf H(0)$ gives

$$
\mathbf H(0)=\frac{\mathbf h(T)}{1-e^{-T/\tau}} .
$$

One sweep therefore supplies the history at every mesh point. The segment integrals are done by Simpson's rule in $\theta$, with the factor $dt/d\theta$ included, and the outer integral by the periodic trapezoidal rule. The clock at the nodes comes from integrating the Fourier series of $ds/d\theta$.

The mesh must resolve both the orbit and the decay. On a fixed angular mesh $\Delta_m\propto1/B$, so the second condition fails as $B\to0$. If $\Delta_m\gg\tau$, Simpson's rule retains only its end-point term and returns $\mathbf v\Delta_m/6$ instead of $\tau\mathbf v$. Weaker fields need finer meshes; at $B=0$ one sets $\mathbf H=\tau\mathbf v$ directly.

## What weak fields measure

Integration by parts gives

$$
\mathbf H(t)=\tau\mathbf v(t)-\tau\int_0^\infty\dot{\mathbf v}(t-u)e^{-u/\tau}du
=\tau\mathbf v-\tau^2\dot{\mathbf v}+\tau^3\ddot{\mathbf v}-\cdots .
$$

Assume from here on fourfold symmetry about $z$. The rotation $(v_x,v_y)\to(-v_y,v_x)$ reverses $v_xv_y$, so $\oint v_xv_y\,dt=0$. The leading Hall term is then

$$
\sigma_{xy}\simeq-\frac{e^3B\tau^2}{4\pi^3\hbar^2}\int dk_z\oint v_x\,dv_y .
$$

The loop integral is the signed area swept by the velocity vector, not the area of the orbit in $\mathbf k$ space.

For $\sigma_{xx}$, the first correction contains $\oint v_x\dot v_x\,dt=0$. In the second, $\oint v_x\ddot v_x\,dt=-\oint\dot v_x^2\,dt$. With $\sigma_0=\sigma_{xx}(B=0)$,

$$
\sigma_{xx}\simeq\sigma_0-\frac{e^2\tau^3}{4\pi^3}\frac{eB}{\hbar^2}
\int dk_z\oint\dot v_x^2\,dt .
$$

Since $\dot v_x\propto B$ and $dt\propto1/B$, the correction is quadratic in $B$.

## What strong fields measure

Now the orbit closes many times within $\tau$. Let $\kappa_x$ and $\kappa_y$ be $k_x$ and $k_y$ minus their time averages on the orbit. Then $v_x=(\hbar/eB)\dot\kappa_y$ and $v_y=-(\hbar/eB)\dot\kappa_x$. Integrating by parts in the opposite direction,

$$
H_y=-\frac{\hbar}{eB}\left[\kappa_x(t)-\frac1\tau\int_0^\infty\kappa_x(t-u)e^{-u/\tau}du\right].
$$

Because $\kappa_x$ averages to zero, the last term is smaller than the first by order $T/\tau$. Keeping the first term and using $v_xdt=(\hbar/eB)dk_y$,

$$
\sigma_{xy}\to-\frac{e}{4\pi^3B}\int dk_z\oint k_x\,dk_y .
$$

The loop integral is $+A$ for an electron orbit of area $A$ and $-A$ for a hole orbit. A pocket holds $\int A\,dk_z/4\pi^3$ carriers per volume, so $\sigma_{xy}\to-ne/B$ for electron density $n$ and $+pe/B$ for hole density $p$.

For $\sigma_{xx}$ the leading term vanishes, since $\oint\dot\kappa_y\kappa_y\,dt=0$. Let $Q(t)=\int_0^\infty\kappa_y(t-u)e^{-u/\tau}du$, which obeys $\dot Q=\kappa_y-Q/\tau$. Then

$$
\sigma_{xx}=-\frac{e}{4\pi^3B\tau}\int dk_z\oint\dot\kappa_yQ\,dt
=\frac{e}{4\pi^3B\tau}\int dk_z\oint\kappa_y\left(\kappa_y-\frac Q\tau\right)dt .
$$

The $Q$ term is again negligible for $T\ll\tau$. With $dt=\hbar\,ds/(eB)$,

$$
B^2\sigma_{xx}\to\frac{\hbar}{4\pi^3\tau}\int dk_z\oint\kappa_y^2\,ds .
$$

Along $z$ the velocity need not average to zero. Its oscillating part is averaged away, leaving $H_z\to\tau\bar v_z$ and

$$
\sigma_{zz}\to\frac{e^2\tau}{4\pi^3\hbar}\int dk_z\,S\,\bar v_z^2 .
$$

A one-turn history would give $H_z\approx T\bar v_z$ instead, and $\sigma_{zz}$ would fall to zero as $1/B$.

## Why the resistance rises

A falling $\sigma_{xx}$ does not by itself mean a rising resistivity, because the Hall current also enters. Expand $v_x+iv_y=\sum_nc_ne^{in\omega_ct}$. The history multiplies each term by $\tau/(1+in\omega_c\tau)$. Symmetry gives $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$, so integrating $(v_x-iv_y)(H_x+iH_y)$ produces $2(\sigma_{xx}+i\sigma_{xy})$. Therefore

$$
\sigma_{xx}+i\sigma_{xy}=\sigma_0\left\langle\frac1{1+ix}\right\rangle,
\qquad x=n\omega_c\tau .
$$

The average runs over $n$ and $k_z$ with the non-negative weight $S|c_n|^2$, normalized to one. Inverting the in-plane tensor gives

$$
\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2},\qquad
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}
=\frac{\langle 1/(1+x^2)\rangle}{|\langle 1/(1+ix)\rangle|^2}\ge1 .
$$

The inequality is $|\langle z\rangle|^2\le\langle|z|^2\rangle$ with $z=1/(1+ix)$. This derivation uses constant $\tau$ and fourfold symmetry; it does not show that either condition is necessary for the resistivity to rise. Expanding the ratio for small and large $x$,

$$
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}\simeq1+\langle x^2\rangle-\langle x\rangle^2,
\qquad
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}\to\frac{\langle x^{-2}\rangle}{\langle x^{-1}\rangle^2}.
$$

The large-$x$ form has no $n=0$ term: $v_x$ and $v_y$ are time derivatives of the periodic $\kappa_y$ and $\kappa_x$, so they average to zero and $c_0=0$. It also needs $\langle x^{-1}\rangle\ne0$. Since $\sigma_{xy}\to-\sigma_0\langle x^{-1}\rangle$, this average vanishes when electron and hole densities are equal; the ratio then tends to $1/\langle x^{-2}\rangle\propto B^2$ and does not saturate. Magnetoresistance in this model thus measures the spread of $x$. A circular parabolic pocket with one mass has a single $x$ and no magnetoresistance.

## A layered tight-binding metal

With $q_x=k_xa$, $q_y=k_ya$ and $q_z=k_zc$, take

$$
\varepsilon=-2t(\cos q_x+\cos q_y)+4t'\cos q_x\cos q_y
-\tfrac12t_z\cos q_z(\cos q_x-\cos q_y)^2 .
$$

The parameters are $t=0.40$ eV, $t'=0.12$ eV, $t_z=0.02$ eV, $a=0.40$ nm, $c=0.60$ nm, $\tau=5$ ps and Fermi energy $-0.60$ eV. At the saddle point $(\pi,0)$ the energy is $-0.48-0.04\cos q_z$ eV, above the Fermi energy in every layer slice, so the orbits around $q_x=q_y=0$ are closed.

Bisection along each ray locates the contour. With 16 values of $k_z$ and 4096 segments per orbit, the areas give $n=5.646$ nm$^{-3}$, or $5.646\times0.096=0.542$ electrons per cell. On these slices the cyclotron mass runs from 1.74 to 2.09 electron masses (it reaches 2.10 at $q_z=0$, which lies between two slices), so $\omega_c\tau$ is 0.42 to 0.51 per tesla. At zero field $\sigma_0=585.5$ MS/m and $\rho_{xx}=1.708$ nΩ m.

The slice $q_z=-15\pi/16$ shows the cost of the naive history. At 50 T it has $T/\tau=0.2488$, so following the past for $40\tau$ means $40/0.2488\approx161$ turns. The geometric factor is 4.541; one turn alone would retain $1/4.541=22\%$ of the slice's conductivity.

The tube integral gives the following values, with conductivities in MS/m and $R_H=\rho_{yx}/B$ in $10^{-9}$ m³/C.

| $B$ (T) | $\sigma_{xx}$ | $\sigma_{xy}$ | $\rho_{xx}/\rho_{xx}(0)$ | $R_H$ |
|---:|---:|---:|---:|---:|
| 0.2 | 572.6 | −10.59 | 1.022 | −0.162 |
| 1 | 421.8 | −117.2 | 1.289 | −0.612 |
| 2 | 261.9 | −189.6 | 1.467 | −0.907 |
| 10 | 21.23 | −86.03 | 1.584 | −1.096 |
| 50 | 0.887 | −18.05 | 1.590 | −1.105 |

At 2 T, for instance, $\rho_{xx}=261.94/(261.94^2+189.64^2)=0.002505$ m/MS, or 2.505 nΩ m. Division by 1.708 nΩ m gives 1.467.

In the weak-field limit the velocity area gives $\sigma_{xy}/B=-42.02$ MS/(m T). Since $R_H\to\sigma_{xy}/(B\sigma_0^2)$, its limit is $-42.02\times10^6/(585.5\times10^6)^2=-0.123\times10^{-9}$ m³/C. The strong-field value $-1/(ne)=-1.106\times10^{-9}$ m³/C is nine times larger in magnitude. Reading a carrier density from the weak-field Hall coefficient would here overestimate it ninefold.

The harmonics explain the difference. Under a quarter turn $v_x+iv_y$ is multiplied by $i$, so an electron orbit contains only $n=1,-3,5,-7,\ldots$. Their shares of $\sigma_0$ are 0.7875, 0.2111, 0.0001 and 0.0013 for the first four. The $n=-3$ part rotates backwards. It opposes the Hall response with weight $|n|$ in a weak field, but only $1/|n|$ in a strong one:

$$
\langle n\rangle\approx0.7875-0.6332+0.0004-0.0091=0.146,
$$
$$
\langle n^{-1}\rangle\approx0.7875-0.0704-0.0002=0.717 .
$$

If all slices had the same mass, the ratio of weak- to strong-field $R_H$ would be $\langle x\rangle\langle x^{-1}\rangle=0.146\times0.717\approx0.10$. The full calculation gives $0.123/1.106=0.11$.

The same harmonics set the saturation. For a common mass, $\langle n^{-2}\rangle=0.7875+0.0235=0.811$ gives $0.811/0.717^2=1.58$. The strong-field formula, including the mass variation, gives $B^2\sigma_{xx}\to2221.5$ MS T²/m and a resistance ratio of 1.590.

The weak-field law is $\rho_{xx}/\rho_{xx}(0)-1=0.583B^2$, with $B$ in tesla. It predicts 0.0233 at 0.2 T, where the tube integral gives 0.0223. At 0.5 T it predicts 0.146 against 0.115. The expansion requires $3\omega_c\tau\ll1$, not merely $\omega_c\tau\ll1$, because the third harmonic carries a fifth of the weight.

The current along the field also responds. Here $v_z\propto\sin q_z(\cos q_x-\cos q_y)^2$ varies around the orbit, and a strong field replaces it by its average. The conductivity $\sigma_{zz}$ falls from 1.315 to 0.927 MS/m. A half-turn about $z$ reverses $v_x$ and $v_y$ but not $v_z$, so $\sigma_{xz}=\sigma_{yz}=0$ and $\rho_{zz}=1/\sigma_{zz}$ rises by a factor 1.419. Had $v_z$ been constant on each orbit, $H_z=\tau v_z$ would hold at every field and $\rho_{zz}$ would not change.

## Where the scheme stops

The geometric sum needs a velocity that repeats after a finite time. An open orbit that repeats after a reciprocal lattice vector meets this condition, and the sum still holds for it. It has no closed contour for the polar description, however, and its in-plane velocity need not average to zero, so the in-plane strong-field limits derived above do not apply to it; the averaging $H_z\to\tau\bar v_z$ still holds. An orbit exactly through a saddle point takes infinitely long, because the in-plane velocity $v_\perp$ vanishes there; in this model the period of the closed orbits just below the saddle grows only as the logarithm of their energy distance from it. The theory also treats the orbits classically. Temperature or scattering must blur the Landau levels, the temperature must remain small compared with the energies over which the Fermi surface changes, and tunnelling between orbits must be negligible. In the example, scattering alone does not blur the levels at 50 T, where $\omega_c\tau$ is 21 to 25, so the high-field values apply only at temperatures well above $\hbar\omega_c/(2\pi^2k_B)\approx2$ K. These limits of the semiclassical theory are not removed by a finer mesh.
